# Why B Read from a Tanabe-Sugano Diagram Depends on C/B

## A level that a ligand field cannot move

Take five d electrons in an octahedral field weak enough for a high-spin ground level. This level, $^6A_1$, has one spin-up electron in each of the three $t_2$ and two $e$ orbitals. Keep these occupations but couple the spin $S_t=3/2$ of the $t_2$ electrons and the spin $S_e=1$ of the $e$ electrons to $S=3/2$ instead of $5/2$. Both states have two $e$ electrons, so the splitting $\Delta$ between $e$ and $t_2$ cancels from their energy difference. What remains is exchange.

For singly occupied orbitals the exchange energy is $-\sum_{i<j}K_{ij}(\tfrac12+2\,\mathbf s_i\cdot\mathbf s_j)$. Both states are symmetric in the $t_2$ spins and in the $e$ spins, so each of the six cross pairs has $\langle\mathbf s_i\cdot\mathbf s_j\rangle=\langle\mathbf S_t\cdot\mathbf S_e\rangle/6$. From
$$\mathbf S_t\cdot\mathbf S_e=\tfrac12\left[S(S+1)-\tfrac{15}{4}-2\right]$$
one gets $3/2$ for $S=5/2$ and $-1$ for $S=3/2$. With $\bar K$ the mean $t_2$–$e$ exchange integral, the quartet lies higher by $2\bar K(3/2+1)=5\bar K$.

The quartet has the orbital symmetry of the filled spin-up shell, $A_1$. It is the only $^4A_1$ state of d$^5$, so nothing can mix with it. To see this, put four spins up and one down: a spin-up hole and a spin-down electron, each with $L=2$, give $L=0,\dots,4$, and $L=0$ belongs to the sextet. Of the remaining $L=1,2,3,4$, only $L=4$ contains $A_1$, once.

With Racah parameters $B$ and $C$, $\bar K=2B+C$ (derived below), hence
$$E(^4A_1)-E(^6A_1)=10B+5C=B(10+5\gamma),\qquad \gamma=C/B .$$
One measured energy cannot fix two parameters. A printed diagram supplies the missing one by assuming a ratio $\gamma_p$, and the value read from it is
$$\frac{B'}{B}=\frac{2+\gamma}{2+\gamma_p}.$$
Let $B=700\ \mathrm{cm^{-1}}$, $\gamma=6$ and $\gamma_p=4.5$. The level lies at $7000+21000=28000\ \mathrm{cm^{-1}}$, and the reader finds $B'=28000/32.5=861.5\ \mathrm{cm^{-1}}$, which is 23.1 % above the true $B$. For $\gamma=3.5$ the error is $-15.4$ %. For this level a mismatch of 0.5 would give about 8 %; errors of tens of percent need a larger one.

## Two readings of a d³ ion in numbers

In d$^3$ a spin-allowed reading can be compared with a spin-forbidden one. The ground level is $^4A_2$, from $t_2^3$. The parameters are model values: $B=700$ and $\Delta=20000\ \mathrm{cm^{-1}}$.

**Quartets.** The free-ion quartets are $^4F$ ($A_2+T_1+T_2$) and $^4P$ ($T_1$), with $^4P$ higher by $15B$. This spacing is that of $^3P$ and $^3F$ in d$^2$, derived below, because three spin-up electrons are two holes in a filled spin-up shell. The level $^4T_2$ occurs once, in $t_2^2e$, and belongs to $^4F$ like the ground level, so it lies at $\nu_1=\Delta$.

The $^4T_1$ states come from $t_2^2e$ and $t_2e^2$, with $N_e=1$ and 2 electrons in $e$. The octahedral field has rank 4 and no diagonal element within $L=1$. In $^4P$, therefore, $\langle N_e\rangle$ has its spherical value $3\times\tfrac25=\tfrac65$, which requires weights $4/5$ and $1/5$. The orthogonal state from $^4F$ has the weights interchanged and $\langle N_e\rangle=9/5$. The off-diagonal element of $N_e$ has magnitude $\sqrt{4/25}=2/5$. Relative to $^4A_2$, the energies $E$ obey
$$\left(\tfrac95\Delta-E\right)\left(\tfrac65\Delta+15B-E\right)=\tfrac{4}{25}\Delta^2 .$$
Moving the term in $B$ to one side gives
$$15B\left(\tfrac95\Delta-E\right)=\tfrac4{25}\Delta^2-\tfrac{54}{25}\Delta^2+3\Delta E-E^2=-2\Delta^2+3\Delta E-E^2 .$$
With $\Delta=\nu_1$ and $E=\nu_2$, the lower $^4T_1$ level,
$$B=\frac{\nu_2^2-3\nu_1\nu_2+2\nu_1^2}{15\nu_2-27\nu_1}.$$
No $C$ appears. For $\nu_1=20000$ and $\nu_2=27214.9\ \mathrm{cm^{-1}}$ the numerator is $-9.2243\times10^7$ and the denominator $-1.31777\times10^5$, so $B=700\ \mathrm{cm^{-1}}$. The formula becomes ill-conditioned in a weak field, where $\nu_2\to\tfrac95\nu_1$: the denominator becomes small compared with $\nu_1$, so small errors in the band positions cause large errors in $B$. Even in the example above, an error of 1 % in $\nu_2$ changes $B$ by about 5 %, and the amplification grows again in a very strong field, where $B$ rests on the small difference $\nu_2-\nu_1\simeq12B$.

**The doublet.** The two spin functions with $S=1/2$ for three singly occupied $t_2$ orbitals form $^2E$. All three exchange integrals equal $K_{tt}$, and $\sum_{i<j}\mathbf s_i\cdot\mathbf s_j=\tfrac12[S(S+1)-\tfrac94]$ is $3/4$ for the quartet and $-3/4$ for the doublet. The exchange energies are $-3K_{tt}$ and 0. With $K_{tt}=3B+C$,
$$E(^2E)-E(^4A_2)\simeq 3K_{tt}=9B+3C$$
in the strong-field limit. Dividing by the same expression on the diagram gives the estimate $B'/B\simeq(3+\gamma)/(3+\gamma_p)$.

Full diagonalization within d$^3$ includes the mixing of configurations. A reader who knows $\Delta$ from $^4T_2$ and fits the computed $^2E$ energy on a diagram with $\gamma_p=4.5$ finds:

| true $\gamma$ | $^2E$ (cm⁻¹) | $B'$ (cm⁻¹) | error in $B$ |
|---|---|---|---|
| 3.5 | 12554 | 594.9 | −15.0 % |
| 4.5 | 14688 | 700.0 | 0 |
| 5.0 | 15754 | 752.7 | +7.5 % |
| 6.0 | 17883 | 858.5 | +22.6 % |

For $\gamma=6$ the estimate is $27/22.5=1.20$. The true level lies at $17882.5/700=25.55$ in units of $B$, so mixing lowers it by 1.45 from 27. On the diagram it lies at $17882.5/858.5=20.83$ in units of $B'$, lower by 1.67 than 22.5. Mixing thus removes 7.4 % of the level on the diagram but only 5.4 % in the ion, so $B'$ must exceed the estimate to reproduce the same energy. In energy units, $B=86.8$ meV is read as 106.4 meV.

The false value betrays itself: with $B'$ the lower $^4T_1$ should lie at 28427 instead of $27215\ \mathrm{cm^{-1}}$. The cure is to take $B$ from the quartets first and then fit $C$ to $^2E$. This returns $C=4200\ \mathrm{cm^{-1}}$, the input.

## The general statement

Assume one radial function for all five d orbitals, a perfect octahedral field, no spin-orbit coupling, and no configurations outside d$^n$. Apart from constants,
$$H=\Delta N_e+B\,W_B+C\,W_C .$$
Dividing by $B$ shows that excitation energies have the form $E=B\,f(\Delta/B,\gamma)$. A printed diagram shows $f$ at one $\gamma$. The dependence on $\gamma$ is governed by the identity
$$W_C=\frac{n(n+2)}4-\mathbf S^2+Q,\qquad Q=P^\dagger P,\qquad P=\sum_a d_{a\downarrow}d_{a\uparrow},$$
where $a$ runs over the real d orbitals. It has two consequences:

1. Spacings between levels of maximum spin $S_m$ do not depend on $C$, at any $\Delta$.
2. At fixed $B$ and $\Delta$, a level of lower spin $S$ rises with $C$, relative to the lowest level of maximum spin, at a rate of at least $S_m(S_m+1)-S(S+1)$.

## Proof: the integrals

Let $F^k$ be the Slater integrals and define
$$A=F^0-\frac{F^4}{9},\qquad B=\frac{F^2}{49}-\frac{5F^4}{441},\qquad C=\frac{35F^4}{441}.$$
On the unit sphere, with orbitals scaled to unit mean square, $xy$ stands for $\sqrt{15}\,xy$, $v$ for $\tfrac{\sqrt{15}}2(x^2-y^2)$ and $u$ for $\tfrac{\sqrt5}2(3z^2-1)$. The multipole expansion of $1/r_{12}$ gives the interaction of two orbital products $\rho,\rho'$ as $\sum_kF^k\langle\rho_k\rho'_k\rangle/(2k+1)$. Here $\rho_k$ is the part of angular momentum $k$ and $\langle\ \rangle$ the average over the sphere.

A quartic polynomial is split by its Laplacian, since $\nabla^2(r^2h_2)=14h_2$ for a harmonic quadratic $h_2$. Thus $xyz^2$ has the $k=2$ part $xy/7$. The rest, $h$, has $\langle h^2\rangle=\tfrac{3}{945}-\tfrac1{49}\cdot\tfrac1{15}=\tfrac4{2205}$. The exchange integrals follow.

- $K(xy,v)$: the product $\tfrac{15}2xy(x^2-y^2)$ is harmonic with mean square $\tfrac{225}4\cdot\tfrac4{315}=\tfrac57$. So $K=\tfrac5{63}F^4=C$.
- $K(xy,u)$: the product is $\tfrac{5\sqrt3}2(3h-\tfrac47xy)$. So $K=\tfrac4{49}F^2+\tfrac{15}{441}F^4=4B+C$.
- $K_{tt}$: the product is $15x^2yz$. So $K=\tfrac3{49}F^2+\tfrac{20}{441}F^4=3B+C$.

By cubic symmetry the sum over $e$ is the same for each $t_2$ orbital, so $\bar K=\tfrac12(C+4B+C)=2B+C$, as used above.

For the Coulomb integral $J_0$ of $xy$ with itself, $x^2y^2$ has the $k=0$ part $\tfrac1{15}$ and the $k=2$ part $\tfrac17(\tfrac13-z^2)$. The $k=4$ part has mean square $\tfrac1{105}-\tfrac1{225}-\tfrac4{2205}=\tfrac{36}{11025}$. Multiplication by $225/(2k+1)$ gives
$$J_0=F^0+\tfrac4{49}F^2+\tfrac{36}{441}F^4=A+4B+3C .$$
The summed $t_2$ density $15(x^2y^2+y^2z^2+z^2x^2)$ has $k=0$ part 3 and otherwise only a $k=4$ part, of mean square $225\cdot\tfrac{45}{945}-9=\tfrac{12}7$. Its self-interaction is $3J_0+6J'=9F^0+\tfrac4{21}F^4=9A+15C$, so $J'=A-2B+C$ between different $t_2$ orbitals.

A rotation about $z$ turns $xy$ into $(xy+v)/\sqrt2$ without changing its self-interaction. Hence $J_0=\tfrac12[J_0+J(xy,v)+2K(xy,v)]$ and $J(xy,v)=J_0-2C=A+4B+C$. Finally, the density of a filled spin-up shell is spherical, so the sum of $J$ over all five partners of $xy$ is $5F^0=5A+7C$. This leaves $J(xy,u)=A-4B+C$.

## Proof: the operator

These integrals fix the terms of d$^2$. Under a quarter turn about $z$, the pair $xy,v$ is even and the pair $xy,u$ is odd, so they belong to $T_1$ and $T_2$ respectively.

- $^3T_2$ occurs in $^3F$ alone: $E(^3F)=J(xy,u)-K(xy,u)=A-8B$.
- The two $^3T_1$ energies sum to $(J'-K_{tt})+(J-K)_{xy,v}=(A-5B)+(A+4B)$, which is $E(^3F)+E(^3P)$. So $E(^3P)=A+7B$, and the spacing is $15B$.
- $^1T_1$ occurs in $^1G$ alone: $E(^1G)=(J+K)_{xy,v}=A+4B+2C$.
- The $^1T_2$ energies sum to $(J'+K_{tt})+(J+K)_{xy,u}=2A+B+4C$. So $E(^1D)=A-3B+2C$.
- $^1S$ is $P^\dagger|0\rangle/\sqrt5$, with energy $J_0+2K_{tt}+K(xy,v)+K(xy,u)=A+14B+7C$.

The coefficient of $C$ is 0 for triplet pairs, 2 for singlet pairs, and 5 more for $^1S$. The singlet projector of two electrons is $\tfrac14-\mathbf s_i\cdot\mathbf s_j$. Since $\mathbf S^2=\tfrac34n+2\sum_{i<j}\mathbf s_i\cdot\mathbf s_j$,
$$2\sum_{i<j}\left(\tfrac14-\mathbf s_i\cdot\mathbf s_j\right)=\frac{n(n-1)}4-\mathbf S^2+\frac{3n}4=\frac{n(n+2)}4-\mathbf S^2 .$$
The projector on $^1S$, summed over pairs, is $\tfrac15P^\dagger P$. Five times this is $Q$, which proves the identity.

At maximum spin with $n\le5$, take all spins up: there is no pair to remove and $Q=0$. With $n>5$ the spin-up shell is full. After $P$ removes a pair, $P^\dagger$ can restore it only in the same orbital, so $Q=n-5$. In both cases $W_C$ is a constant, which proves the first consequence.

For the second, $Q=P^\dagger P\ge0$. Moreover $PP^\dagger-P^\dagger P=5-n$, so $Q=PP^\dagger+n-5\ge n-5$. No state has a smaller $Q$ than the maximum-spin states. The difference of the spin terms is then a lower bound on the slope.

The slope itself, by the Hellmann-Feynman theorem, is the difference of $\langle W_C\rangle$. For $^2E$ in d$^3$ it is $3+\langle Q\rangle$, computed as 3.04 at $\gamma=6$: the bound is nearly reached. The identity was tested as a matrix equation for $n=2$ to 8.

## Crossovers move too

In d$^6$ the high-spin level $^5T_2$ ($t_2^4e^2$) competes with the low-spin level $^1A_1$ (mainly $t_2^6$). The filled $t_2$ shell has
$$3J_0+12J'-6K_{tt}=15A-30B+15C .$$
The half-filled shell with parallel spins has $3(A-5B)$ from $t_2$ pairs, $3[(A+4B)+(A-8B)]$ from mixed pairs and $A-8B$ from the $e$ pair, which is a pure $^3F$ state. The total is $10A-35B$. The sixth electron adds $5A+7C$. Therefore, before mixing,
$$E(^1A_1)-E(^5T_2)=-2\Delta+5B+8C,\qquad \Delta_c\simeq2.5B+4C .$$
The quintet has no partner to mix with, while mixing lowers the singlet, so the true crossing comes at smaller $\Delta$. Diagonalization gives $\Delta_c/B=15.2$, 18.9 and 24.5 for $\gamma=3.5$, 4.5 and 6, against 16.5, 20.5 and 26.5 without mixing.

The exact slope follows by differentiating the condition of equal energies at fixed $B$. The derivative of the gap with respect to $C$ is $(12+\langle Q\rangle)-(12-6+1)=5+\langle Q\rangle$; with respect to $\Delta$ it is $\langle N_e\rangle-2$. Thus
$$\frac{d\Delta_c}{dC}=\frac{5+\langle Q\rangle}{2-\langle N_e\rangle},$$
with averages in $^1A_1$. Pure $t_2^6$ has $\langle Q\rangle=3$, its number of pairs, and the slope is 4. At $\gamma=4.5$ the mixed state gives $7.168/1.921=3.73$.

The consequence can be qualitative. At $\Delta/B=21$ a diagram drawn for $\gamma_p=4.5$ declares the ion low-spin, while an ion with $\gamma=6$ is high-spin. In d$^3$ the crossing of $^2E$ and $^4T_2$, which decides which is the lower excited level, moves from $\Delta/B=17.6$ at $\gamma=3.5$ to 25.5 at $\gamma=6$. These crossings compare states at one value of $\Delta$, that is, at fixed geometry. In a real complex the competing states relax to different bond lengths and hence different $\Delta$, which shifts the crossover by an amount this model does not contain.

## Spin-allowed is not the same as free of C

The first consequence concerns maximum spin. Low-spin d$^6$ has singlet-to-singlet bands, which are spin-allowed but not covered by it. In the strong-field limit, moving an electron from $xy$ to an $e$ orbital $a$ costs
$$\Delta+\varepsilon_a-\varepsilon_{xy}-J(xy,a)+2K(xy,a),$$
where $\varepsilon$ is the interaction of an orbital with the filled $t_2$ shell. Here $\varepsilon_{xy}=J_0+4J'-2K_{tt}=5A-10B+5C$. Summing over $t_2$ gives $\varepsilon_a=2(3A+3C)-(6B+3C)=6A-6B+3C$. Their difference is $A+4B-2C$. Taking $a=v$ for $^1T_1$ and $a=u$ for $^1T_2$,
$$E(^1T_1)=\Delta-C,\qquad E(^1T_2)=\Delta+16B-C .$$
In this limit a wrong $\gamma_p$ shifts the inferred $\Delta$ but leaves $B$, taken from the band spacing, intact.

At finite field the slopes in $C$ are differences of $\langle Q\rangle$. For $B=500$, $\Delta=20000\ \mathrm{cm^{-1}}$ and $\gamma=6$ they are $-0.59$ and $-0.70$, not $-1$. Reading both bands with $\gamma_p=4.5$ gives $B'=495$ and $\Delta'=19519\ \mathrm{cm^{-1}}$, errors of $-1.0$ % and $-2.4$ %. The dependence is real but mild here, in contrast to the spin-forbidden reading in d$^3$.

## Why no single ratio will do

The definitions of $B$ and $C$ give
$$\gamma=\frac{35F^4}{9F^2-5F^4}=\frac{35\rho}{9-5\rho},\qquad \rho=\frac{F^4}{F^2}.$$
A uniform expansion of the radial function multiplies all $F^k$ by one factor and leaves $\gamma$ unchanged. A change of shape in general alters it. A single exponential 3d function has $\rho=0.652$ and $\gamma=3.98$. Adding a diffuse component, with exponents 5 and 2 in inverse bohr and equal coefficients of the normalized functions, gives $\rho=0.619$ and $\gamma=3.67$. These are model functions, not values for a particular ion. Both ratios lie below 4.5. Inverting the formula gives $\rho=9\gamma/(35+5\gamma)$, so $\gamma=4.5$ needs $\rho=0.70$ and $\gamma=6$ needs $\rho=0.83$, well on the way to the value $\rho=1$ of an infinitely thin shell. The change of shape shown here moves $\gamma$ by only a few tenths; ratios of 4.5 to 6, as used in the examples above, are to be read as effective parameters, not as integrals over a 3d function of this kind.

If bonding gives $t_2$ and $e$ orbitals different radial functions, $B$ and $C$ no longer describe all the integrals, and the proof above no longer applies. Spin-orbit coupling also takes the ion outside the stated Hamiltonian. So does a distortion, but if it changes only the one-electron field, $W_C$ is still constant at maximum spin and $C$ still cancels there. Within the stated Hamiltonian, spacings between levels of maximum spin can be read from a diagram printed at any $\gamma$; for a spacing that depends on $C$, the reading is in general exact only on a diagram drawn for the $\gamma$ of the ion at hand, and the size of the error differs from case to case, as the d$^3$ and low-spin d$^6$ examples show. The numerical output below lists the cases quoted here.

## Numbers as computed

```
Single-exponential 3d (5 /bohr): F4/F2 = 0.6522, C/B = 3.977
Two-exponential 3d (5, 2 /bohr): F4/F2 = 0.6194, C/B = 3.672
d3 model: B = 700, Delta = 20000 cm^-1; diagram C/B = 4.5
d3 4T2 = 20000.0, lower 4T1 = 27214.9 cm^-1 (any C)
d3 B from these two quartet bands = 700.00 cm^-1
d3 true C/B 3.5: 2E = 12554.4, first order 13650 cm^-1
   read B = 594.9 cm^-1, error -15.0 %, estimate -13.3 %
   4T1 from read B = 26314.8; recovered C = 2450.0 cm^-1
d3 true C/B 4.0: 2E = 13621.9, first order 14700 cm^-1
   read B = 647.4 cm^-1, error -7.5 %, estimate -6.7 %
   4T1 from read B = 26773.8; recovered C = 2800.0 cm^-1
d3 true C/B 4.5: 2E = 14688.4, first order 15750 cm^-1
   read B = 700.0 cm^-1, error +0.0 %, estimate +0.0 %
   4T1 from read B = 27214.9; recovered C = 3150.0 cm^-1
d3 true C/B 5.0: 2E = 15753.9, first order 16800 cm^-1
   read B = 752.7 cm^-1, error +7.5 %, estimate +6.7 %
   4T1 from read B = 27637.7; recovered C = 3500.0 cm^-1
d3 true C/B 6.0: 2E = 17882.5, first order 18900 cm^-1
   read B = 858.5 cm^-1, error +22.6 %, estimate +20.0 %
   4T1 from read B = 28426.9; recovered C = 4200.0 cm^-1
C/B = 6.0 case: true B = 86.79 meV, read B = 106.44 meV
d3 dE(2E)/dC at C/B = 6.0: 3.0386
d5 B = 700, C/B 3.5: 4A1,4E at 19250; read B = 592.3 cm^-1 (-15.4 %)
d5 B = 700, C/B 6.0: 4A1,4E at 28000; read B = 861.5 cm^-1 (+23.1 %)
C/B 3.5: d3 2E=4T2 at Delta/B = 17.551
   d6 5T2=1A1 at Delta/B = 15.164 (no mixing 16.5)
   d6 1A1: <Q> = 2.196, <N_e> = 0.075, dDelta_c/dC = 3.738
C/B 4.5: d3 2E=4T2 at Delta/B = 20.741
   d6 5T2=1A1 at Delta/B = 18.898 (no mixing 20.5)
   d6 1A1: <Q> = 2.168, <N_e> = 0.079, dDelta_c/dC = 3.731
C/B 6.0: d3 2E=4T2 at Delta/B = 25.464
   d6 5T2=1A1 at Delta/B = 24.490 (no mixing 26.5)
   d6 1A1: <Q> = 2.140, <N_e> = 0.083, dDelta_c/dC = 3.725
d6 Delta/B = 21: ground S = 0 at C/B 4.5, S = 2 at C/B 6.0
Low-spin d6 model: B = 500, Delta = 20000 cm^-1, C/B = 6.0
   1T1 = 17994.9, 1T2 = 24749.3 cm^-1
   slopes in C: 1T1 -0.5896, 1T2 -0.7027
   read at C/B 4.5: B = 495.0 cm^-1 (-1.00 %)
   read at C/B 4.5: Delta = 19518.9 cm^-1 (-2.41 %)
```
